# Percolation conductivity and field-effect mobility in an exponential density of states

## Result

Carriers hop between localized sites placed at random in three dimensions with number density \(N_t\). The site energies follow an exponential tail of width \(kT_0\), and a small fraction \(\delta\) of the sites is occupied. For \(T<T_0\) the Vissenberg–Matters conductivity is

\[
\sigma=\sigma_0\left[\frac{\pi N_t\,\delta\,(T_0/T)^3}{(2\alpha)^3B_c\,\Gamma(1-T/T_0)\,\Gamma(1+T/T_0)}\right]^{T_0/T}.
\]

Here \(\alpha^{-1}\) is the decay length of the localized states, in the sense that tunnelling over a distance \(R\) costs a factor \(e^{-2\alpha R}\). \(B_c\) is a pure number, the mean number of bonds per site at the percolation threshold. The carrier density is \(N_t\delta\), so the mobility is

\[
\mu=\frac{\sigma}{eN_t\delta}\propto\delta^{\,T_0/T-1}.
\]

The formula is a dilute limit, and it gives the exponential dependence of \(\sigma\). The prefactor \(\sigma_0\) is a parameter, and its own dependence on \(T\) and \(\delta\) is not derived.

## The model and its bonds

Energies are those of electrons, measured from the upper edge of the tail; for holes the energy axis is reversed. The density of states is

\[
g(\varepsilon)=\frac{N_t}{kT_0}\,e^{\varepsilon/kT_0},\qquad \varepsilon\le 0 .
\]

Each site holds at most one carrier, site energies are uncorrelated with position, and interactions between carriers are otherwise neglected. The rate of hops from site \(i\) to site \(j\) is taken in Miller–Abrahams form,

\[
\Gamma_{ij}=\nu e^{-2\alpha R_{ij}}f_i(1-f_j)\,e^{-(\varepsilon_j-\varepsilon_i)_+/kT},\qquad z_+=\max(z,0),
\]

where \(f_i\) is the occupation probability and \(\nu\) an attempt rate. Under a small voltage, site \(i\) has a local electrochemical potential \(\mu_i\), with \(f_i/(1-f_i)=e^{-(\varepsilon_i-\mu_i)/kT}\). Since \(z_+-(-z)_+=z\),

\[
\frac{\Gamma_{ij}}{\Gamma_{ji}}=e^{-(\varepsilon_i-\mu_i)/kT+(\varepsilon_j-\mu_j)/kT-(\varepsilon_j-\varepsilon_i)/kT}=e^{(\mu_i-\mu_j)/kT}.
\]

To first order the net current is \(e\Gamma^{0}_{ij}(\mu_i-\mu_j)/kT\), where \(\Gamma^0_{ij}\) is the equilibrium rate. The voltage is \((\mu_i-\mu_j)/e\), so the bond has conductance \(G_{ij}=e^2\Gamma^0_{ij}/kT\).

For energies farther than \(kT\) from the Fermi level \(\varepsilon_F\), \(f_i\approx e^{-(\varepsilon_i-\varepsilon_F)_+/kT}\) and \(1-f_j\approx e^{-(\varepsilon_F-\varepsilon_j)_+/kT}\). The energy cost is then the sum of the positive parts of \(\varepsilon_i-\varepsilon_F\), \(\varepsilon_F-\varepsilon_j\) and \(\varepsilon_j-\varepsilon_i\). These three differences add to zero, and \(z_+=(|z|+z)/2\), so half the sum of their absolute values remains:

\[
G_{ij}=G_0e^{-s_{ij}},\qquad s_{ij}=2\alpha R_{ij}+\frac{|\varepsilon_i-\varepsilon_F|+|\varepsilon_j-\varepsilon_F|+|\varepsilon_i-\varepsilon_j|}{2kT}.
\]

## Filling of the tail

The occupied fraction is

\[
\delta=\int_{-\infty}^{0}\frac{d\varepsilon}{kT_0}\,\frac{e^{\varepsilon/kT_0}}{1+e^{(\varepsilon-\varepsilon_F)/kT}} .
\]

Put \(t=T/T_0\) and \(z=e^{(\varepsilon-\varepsilon_F)/kT}\). Then \(d\varepsilon=kT\,dz/z\) and \(e^{\varepsilon/kT_0}=e^{\varepsilon_F/kT_0}z^{t}\), so

\[
\delta=e^{\varepsilon_F/kT_0}\,t\int_0^{Z}\frac{z^{t-1}}{1+z}\,dz,\qquad Z=e^{-\varepsilon_F/kT}.
\]

For \(t<1\) the integral converges as \(Z\to\infty\). With \(w=z/(1+z)\) it becomes \(\int_0^1w^{t-1}(1-w)^{-t}dw=\Gamma(t)\Gamma(1-t)\), and \(t\,\Gamma(t)=\Gamma(1+t)\). Hence

\[
\delta=e^{\varepsilon_F/kT_0}\,\Gamma(1-T/T_0)\,\Gamma(1+T/T_0).
\]

The part left out, from \(z>Z\gg1\), is

\[
e^{\varepsilon_F/kT_0}\,t\int_Z^\infty z^{t-2}dz=\frac{t}{1-t}\,e^{\varepsilon_F/kT}.
\]

It is small for a deep Fermi level unless \(T\) is close to \(T_0\). In this regime a tenfold increase of \(\delta\) raises \(\varepsilon_F\) by \(kT_0\ln10\). For \(T\) up to about \(T_0/2\), most carriers sit below \(\varepsilon_F\) or within a few \(kT\) above it; closer to \(T_0\), many sit higher.

## From the network to one exponent

The bond conductances spread over many powers of ten. Admit bonds in order of rising \(s_{ij}\). At a critical value \(s_c\) the admitted bonds first form a connected path through the sample. Bonds with \(s_{ij}\) well below \(s_c\) act almost as short circuits, while those well above it are shunted by the path already present. The bonds near \(s_c\) therefore set the conductance:

\[
\sigma=\sigma_0e^{-s_c}.
\]

This is a statement about the exponent. To see its quality, Kirchhoff's equations were solved for six random cubes of 1100 sites, with the parameters of the worked example below at 100 K and \(\delta=10^{-4}\). The mean of \(\ln(G/G_0)+s_c\) was 1.1, where \(G\) is the conductance between opposite faces and \(s_c\) the threshold of the same cube. These cubes are only about 10 nm wide, with critical paths of about ten hops and thresholds scattered between about 31 and 35, and the offset depends on size: it is near 0.2 in cubes of 8000 sites. In either case it is small beside \(s_c\), so the exponent carries nearly all of \(\ln G\). Bonds with \(s_{ij}<s_c+4\) alone gave on average 85% of the conductance.

## Scaling to a pure number

Let both sites of a bond lie above \(\varepsilon_F\). The absolute values then combine to the larger energy:

\[
s_{ij}=2\alpha R_{ij}+\frac{\max(\varepsilon_i,\varepsilon_j)-\varepsilon_F}{kT}.
\]

Define the percolation level \(E_m=\varepsilon_F+s_ckT\), the highest energy a site can have and still form an admitted bond. Let \(x=(E_m-\varepsilon)/kT_0\) be the depth of a site below this level. The condition \(s_{ij}<s_c\) becomes

\[
R_{ij}<\ell\,\min(x_i,x_j),\qquad \ell=\frac{T_0}{2\alpha T}.
\]

Deep sites can reach far and sites near \(E_m\) only a short way. The number density of sites with depth between \(x\) and \(x+dx\) is

\[
g(\varepsilon)\,kT_0\,dx=N_te^{E_m/kT_0}\,e^{-x}\,dx .
\]

Two conditions enter. The level must satisfy \(E_m\le0\), so that the states up to it exist. It must also lie many \(kT_0\) above \(\varepsilon_F\), so that \(x\) may run from zero to infinity with little error.

Now measure lengths in units of \(\ell\). The depths have the fixed distribution \(e^{-x}\), the bond rule contains no parameter, and what remains is the dimensionless density

\[
n=N_t\ell^3e^{E_m/kT_0}.
\]

Percolation sets in at a critical value \(n_c\), which is a pure number.

The mean number of bonds per site expresses the same threshold. The smaller of two exponentially distributed depths exceeds \(m\) with probability \(e^{-2m}\), so its probability density is \(2e^{-2m}\). Then

\[
\langle\min(x_i,x_j)^3\rangle=\int_0^\infty2e^{-2m}m^3\,dm=2\cdot\frac{3!}{2^4}=\frac34,
\]

\[
B=n\,\frac{4\pi}{3}\cdot\frac34=\pi n,\qquad B_c=\pi n_c .
\]

The number \(n_c\) was found by simulation. Sites with random positions and exponentially distributed depths were placed in periodic boxes, and the density was raised until a cluster closed on itself around the box. Eight boxes of 24,000 sites gave \(n_c=0.2135\pm0.004\); sixteen boxes of 5000 sites gave \(0.224\pm0.004\), the errors being sampling errors of the mean. The two sizes differ by 5%, which is a fair measure of the uncertainty. Thus \(B_c\approx0.67\).

The same method gives 2.7 bonds per site if all sites have equal range. That number belongs to a different percolation problem and should not be inserted here, although Vissenberg and Matters used \(B_c\approx2.8\) in their original formula; parameters fitted with that value have to be read accordingly. A plausible reason for the smaller value, offered as a conjecture, is that the many shallow sites lower the mean while the deep, well-connected ones hold the network together.

## Solving for the conductivity

At threshold \(n=n_c=B_c/\pi\), so

\[
\frac{B_c}{\pi}=N_t\ell^3\exp\!\left(\frac{\varepsilon_F}{kT_0}+s_c\frac{T}{T_0}\right).
\]

Isolate the factor with \(s_c\) and raise both sides to the power \(-T_0/T\):

\[
e^{-s_c}=\left[\frac{\pi N_t\ell^3}{B_c}\,e^{\varepsilon_F/kT_0}\right]^{T_0/T}.
\]

The filling relation gives \(e^{\varepsilon_F/kT_0}=\delta/[\Gamma(1-T/T_0)\Gamma(1+T/T_0)]\). With \(\ell^3=(T_0/T)^3/(2\alpha)^3\) and \(\sigma=\sigma_0e^{-s_c}\), this is the formula stated at the start.

## Why the mobility rises with density

The threshold condition fixes the percolation level:

\[
E_m=kT_0\ln\frac{n_c}{N_t\ell^3},\qquad \sigma=\sigma_0\,e^{-(E_m-\varepsilon_F)/kT}.
\]

\(E_m\) depends on temperature and on the geometry of the sites, but not on the filling. Added carriers occupy the tail and lift \(\varepsilon_F\) towards this fixed level, which lowers the barrier. Since \(\varepsilon_F=kT_0\ln\delta+\text{const}\) at fixed temperature,

\[
\sigma\propto e^{\varepsilon_F/kT}\propto\delta^{T_0/T}.
\]

One power of \(\delta\) counts the carriers. The remaining \(T_0/T-1\) powers are the rise of the mobility, which is steeper at low temperature.

The opposite limit shows what the tail contributes. For \(T\) well above \(T_0\) and a deep Fermi level, Boltzmann statistics give

\[
\delta\approx\int_{-\infty}^0\frac{d\varepsilon}{kT_0}\,e^{\varepsilon/kT_0-(\varepsilon-\varepsilon_F)/kT}=\frac{e^{\varepsilon_F/kT}}{1-T_0/T}.
\]

If the conducting sites lie above \(\varepsilon_F\), the conductivity is still proportional to \(e^{\varepsilon_F/kT}\). It is now proportional to \(\delta\), and the mobility does not depend on density.

## Worked example

Take \(T_0=400\) K, so \(kT_0=34.47\) meV, with \(N_t=1\) nm⁻³, \(\alpha^{-1}=0.5\) nm and \(\sigma_0=10^7\) S/m. These are round model parameters. At \(T=100\) K, \(T_0/T=4\) and \(\ell=4\times0.5/2=1\) nm. The percolation level is

\[
E_m=34.47\ln(0.2135)=-53\ \text{meV}.
\]

The product of gamma functions is 1.111. For \(\delta=10^{-4}\),

\[
\varepsilon_F=34.47\ln\frac{10^{-4}}{1.111}=-321\ \text{meV}.
\]

The barrier is 268 meV. With \(kT=34.47/4=8.62\) meV, \(s_c=31.08\) (from unrounded values) and \(\sigma=10^7e^{-31.08}\approx3.2\times10^{-7}\) S/m. The carrier density is \(10^{23}\) m⁻³, which gives \(\mu\approx2.0\times10^{-7}\) cm²/(V s).

For \(\delta=10^{-5}\) the barrier is 347 meV and \(\mu\approx2.0\times10^{-10}\) cm²/(V s). Ten times more carriers raise the mobility by \(10^{3}\), as the exponent \(4-1=3\) requires. With \(\sigma_0\) held fixed, cooling to 80 K at \(\delta=10^{-4}\) lowers \(\sigma\) to \(4.6\times10^{-9}\) S/m, a factor of about 70.

The absolute values depend strongly on the threshold, since \(\sigma\propto B_c^{-T_0/T}\). An uncertainty of 5% in \(B_c\) means about 20% in \(\sigma\) at 100 K. The equal-range number would multiply \(\sigma\) by \(3.7\times10^{-3}\). The density exponent is unaffected.

## Where the law weakens: higher filling

When \(\varepsilon_F\) rises, a bond with both sites above it gains fully: \(\partial s_{ij}/\partial\varepsilon_F=-1/kT\). With one site on each side the derivative is zero, and with both sites below it is \(+1/kT\). No exponent falls faster than \(-1/kT\), so a rise \(\Delta\varepsilon_F\) lowers \(s_c\) by at most \(\Delta\varepsilon_F/kT\). Any shortfall must come from bonds with a site at or below the Fermi level. By the triangle inequality the energy part of \(s_{ij}\) is at least \(|\varepsilon_i-\varepsilon_F|/kT\), so at threshold site \(i\) reaches no farther than \((s_c-|\varepsilon_i-\varepsilon_F|/kT)/2\alpha\). This reach is longest at the Fermi level and shrinks on both sides of it.

Thresholds were computed in periodic random networks with the full \(s_{ij}\), four boxes of 40,000 sites at 80 K and four of 30,000 at 100 K:

| \(T\) | \(\delta\) | \(s_c\), network | \(s_c\), formula |
|---|---|---|---|
| 80 K | \(10^{-4}\) | 35.5 | 35.3 |
| 80 K | \(10^{-3}\) | 24.7 | 23.8 |
| 100 K | \(10^{-4}\) | 31.2 | 31.1 |
| 100 K | \(10^{-3}\) | 22.5 | 21.9 |

Between \(\delta=10^{-5}\) and \(10^{-4}\) the networks give \(d\ln\sigma/d\ln\delta=4.96\) at 80 K and 4.00 at 100 K, against limiting values of 5 and 4. Between \(3\times10^{-4}\) and \(10^{-3}\) they give 4.5 and 3.8. These values are uncertain by several tenths (larger boxes at 80 K give about 4.8), so they show that the exponent falls below its limit but not by how much. At 80 K and \(\delta=10^{-3}\) the gap in \(s_c\) is 0.9. An error of 5% in \(n_c\) could account for about 0.25 of it, so the formula overestimates \(\sigma\) by a factor of roughly two.

## Where the temperature factor may change: the edge of the tail

As the temperature rises, \(\ell\) shrinks and \(E_m\) moves up. It reaches the edge when \(N_t\ell^3=n_c\), that is at

\[
T_e=\frac{T_0}{2\alpha}\left(\frac{N_t}{n_c}\right)^{1/3},
\]

which is 167 K in the example. Above \(T_e\) the scaling argument would use states that do not exist, and the full formula is no longer justified.

The density exponent has a wider range. For sites above \(\varepsilon_F\),

\[
s_{ij}=-\frac{\varepsilon_F}{kT}+\left[2\alpha R_{ij}+\frac{\max(\varepsilon_i,\varepsilon_j)}{kT}\right],
\]

and the bracket does not contain \(\varepsilon_F\). So \(s_c=-\varepsilon_F/kT+c(T)\) whatever the form of \(c(T)\), and again \(\sigma\propto e^{\varepsilon_F/kT}\).

At 300 K, two networks of 12,000 sites give an exponent of 1.34 between \(\delta=10^{-5}\) and \(10^{-4}\), against \(T_0/T=1.33\). The small excess has the sign expected from the filling correction: the term \(-\frac{t}{1-t}e^{\varepsilon_F/kT}\) makes \(\delta\) grow slightly more slowly than \(e^{\varepsilon_F/kT_0}\).

At fixed \(\varepsilon_F\), missing states can only raise the threshold. At fixed \(\delta\) they also lift \(\varepsilon_F\) slightly, which lowers \(s_c\), here by 0.04. At \(\delta=10^{-4}\) the networks give \(s_c=16.23\), while a tail continued past the edge would give 16.18 at the same Fermi level and 16.22 at the same \(\delta\). These differences are within the uncertainty of \(n_c\), so no change of \(c(T)\) is resolved in this example.

## The transistor

Let \(\varphi(y)\ge0\) be the band bending at distance \(y\) from the gate insulator; it raises the local Fermi level, measured from the tail edge, by \(e\varphi\). Let \(\rho=eN_t\delta\) be the magnitude of the carrier charge density and \(\epsilon_s\) the permittivity. In a thick, initially almost empty film Poisson's equation is \(\varphi''=\rho/\epsilon_s\), and the field \(F=-\varphi'\) vanishes deep inside. Multiplication by \(\varphi'\) and integration give

\[
\frac{\epsilon_sF^2}{2}=\int_0^{\varphi}\rho\,d\varphi' .
\]

At the interface, marked by the subscript \(s\), the charge per area is \(Q=\epsilon_sF_s\). Differentiation gives \(F_s\,dQ=\rho_s\,d\varphi_s\). If the conductivity is a local function of density, the sheet conductance is

\[
G_\square=\int\sigma\,dy=\int_0^{\varphi_s}\frac{\sigma}{F}\,d\varphi,\qquad \frac{dG_\square}{d\varphi_s}=\frac{\sigma_s}{F_s}.
\]

The incremental field-effect mobility is therefore the local mobility at the interface:

\[
\mu_{FE}=\frac{dG_\square}{dQ}=\frac{\sigma_s/F_s}{\rho_s/F_s}=\frac{\sigma_s}{\rho_s}=\mu(\delta_s)\propto\delta_s^{\,T_0/T-1}.
\]

It is what the slope of the drain current against gate voltage gives at small drain voltage, if contact resistance, interface traps and the voltage drop in the film are negligible.

In the tail \(\delta\propto e^{e\varphi/kT_0}\), so \(\int\rho\,d\varphi=kT_0N_t\delta_s\). It follows that

\[
Q^2=2\epsilon_skT_0N_t\delta_s,\qquad \mu_{FE}\propto Q^{\,2(T_0/T-1)} .
\]

The exponent in gate charge is twice that in interface density, because extra charge also compresses the layer.

For relative permittivity 3 and 100 K, Poisson's equation was integrated numerically through a 500 nm film and \(G_\square\) differentiated with respect to \(Q\). Raising \(Q/e\) from \(3.4\times10^{10}\) to \(1.07\times10^{11}\) cm⁻² takes \(\delta_s\) from \(10^{-5}\) to \(10^{-4}\) and \(\mu_{FE}\) from \(2.0\times10^{-10}\) to \(2.0\times10^{-7}\) cm²/(V s). The exponent is 5.98, against 6 for an infinitely thick film.

The local assumption needs care. From \(F=\sqrt{2kT_0N_t\delta/\epsilon_s}\) and \(d\ln\delta/dy=-eF/kT_0\), the profile is

\[
\delta(y)=\frac{\delta_s}{(1+y/\lambda)^2},\qquad \lambda=\sqrt{\frac{2\epsilon_skT_0}{e^2N_t\delta_s}} .
\]

At \(\delta_s=10^{-4}\), \(\lambda=10.7\) nm. But \(\sigma\) falls as \((1+y/\lambda)^{-8}\), so the conducting layer has an effective thickness \(\lambda/7\approx1.5\) nm. About 60% of the current flows within this distance of the interface, and 90% within about 4 nm. Hops reach \(\ell\min(x_i,x_j)\), with \(\ell=1\) nm, so they are comparable with this thickness. The transistor numbers are thus those of the local model; a quantitative treatment would solve the percolation problem in the graded layer itself.

Three further limits apply to real devices. The gate charges above are small: with these parameters \(Q/e=10^{12}\) cm⁻² already gives \(\delta_s\approx9\times10^{-3}\), \(E_m-\varepsilon_F\approx3.3\,kT_0\) and \(\lambda\approx1\) nm, outside the dilute and local regime. Even at \(\delta_s=10^{-4}\) the carriers are about 30 nm apart in the plane, more than \(\lambda\), and the Coulomb energy of two carriers at the bulk spacing of 21.5 nm is 22 meV against \(kT=8.6\) meV, so the smeared charge and the neglect of interactions are assumptions of the model, not shown to be accurate. Finally, the doubled exponent needs a film much thicker than \(\lambda\); if the carriers fill a layer of fixed thickness uniformly, \(\delta\propto Q\) and the exponent is \(T_0/T-1\).
